# Optical Gap or Transport Gap in the Intrinsic Carrier Density?

## The problem

A monolayer semiconductor is to serve as a transistor channel. Creating a free electron and a free hole in it costs the transport gap \(E_t=2.2\) eV. Its lowest optical transition creates an exciton, an electron and a hole bound to each other, and costs the optical gap \(E_o=1.9\) eV. Someone calculates the intrinsic carrier density at 300 K with the optical gap in place of the transport gap.

(a) Derive the intrinsic density of free carriers in two dimensions.

(b) By what factor is the calculated density wrong, and in which direction?

(c) Excitons cost less energy than free pairs. Could free carriers made by way of excitons justify using \(E_o\)?

Take parabolic bands with electron and hole masses \(m_e=m_h=0.5\) electron masses. The total spin and valley degeneracies are \(g_c=4\) for the conduction band and \(g_v=2\) for the valence band. The film is undoped and in thermal equilibrium. Contacts hold its Fermi level where the mean electron and hole densities are equal. Apart from the binding of pairs into excitons, interactions between carriers are neglected.

## Hints

1. Count the plane waves in a square box. In two dimensions the density of states of a parabolic band does not depend on energy.
2. The Fermi level is unknown, but it drops out of the product of the electron and hole densities.
3. One gap energy creates two carriers. Watch what this does to the exponent when \(n=p\).
4. For part (c), treat the breaking of an exciton as a chemical reaction, and ask what fixes the chemical potential of particles whose number is not conserved.

## Full solution

### (a) The intrinsic density

The algebra uses atomic units, so \(\hbar=1\) and the electron mass is 1. The top of the valence band is the zero of energy, which puts the bottom of the conduction band at \(E_t\).

In a periodic box of area \(A=L^2\), the allowed wavevectors form a square grid of spacing \(2\pi/L\). Let \(\varepsilon=k^2/(2m)\) be the energy measured from the band edge. The states below \(\varepsilon\) fill a disc of area \(\pi k^2\), so their number is

\[
g\,\frac{\pi k^2}{(2\pi/L)^2}=\frac{gAk^2}{4\pi}=\frac{gAm\varepsilon}{2\pi}.
\]

Differentiating with respect to \(\varepsilon\) and dividing by \(A\) gives the density of states per unit area,

\[
D=\frac{gm}{2\pi}.
\]

The electron density is \(D\) times the Fermi occupation, integrated over the conduction band. The upper limit may be taken as infinite because the band is much wider than \(k_BT\). With \(x=(E-E_t)/k_BT\) and \(\eta=(E_t-\mu)/k_BT\),

\[
n=\frac{g_cm_ek_BT}{2\pi}\int_0^\infty\frac{dx}{1+e^{x+\eta}} .
\]

Multiplying numerator and denominator by \(e^{-(x+\eta)}\) turns the integrand into a derivative:

\[
\int_0^\infty\frac{e^{-(x+\eta)}}{1+e^{-(x+\eta)}}\,dx
=\Big[-\ln\!\big(1+e^{-(x+\eta)}\big)\Big]_0^\infty
=\ln(1+e^{-\eta}).
\]

Hence

\[
n=N_c\ln(1+e^{-\eta}),\qquad N_c=\frac{g_cm_ek_BT}{2\pi}.
\]

When the Fermi level lies many \(k_BT\) below the band edge, \(e^{-\eta}\) is small and \(\ln(1+e^{-\eta})\approx e^{-\eta}\). A hole is an empty valence state, and the same integral applies with energy measured downwards. Therefore

\[
n=N_ce^{-(E_t-\mu)/k_BT},\qquad
p=N_ve^{-\mu/k_BT},\qquad
N_v=\frac{g_vm_hk_BT}{2\pi}.
\]

In the product, the two terms in \(\mu\) cancel:

\[
np=N_cN_ve^{-E_t/k_BT}.
\]

An undoped film has \(n=p=n_i\), so the left side is \(n_i^2\). The square root halves the exponent:

\[
n_i=\sqrt{N_cN_v}\;e^{-E_t/(2k_BT)}. \tag{1}
\]

At 300 K, \(k_BT=0.025852\) eV. Converted to engineering units, \(N_c=1.080\times10^{13}\) cm⁻² and \(N_v=5.400\times10^{12}\) cm⁻². Their ratio is 2, as it must be, since \(g_cm_e=2\) and \(g_vm_h=1\). Then

\[
n_i=(7.636\times10^{12}\ \text{cm}^{-2})\,e^{-42.550}=2.53\times10^{-6}\ \text{cm}^{-2}.
\]

The approximation of small \(e^{-\eta}\) can now be checked. Setting \(n=p\) gives

\[
\mu=\frac{E_t}{2}+\frac{k_BT}{2}\ln\frac{N_v}{N_c}=1.091\ \text{eV}.
\]

Both band edges are more than 40 \(k_BT\) away, so the approximation is very good here.

### (b) The error factor

Putting \(E_o\) into equation (1), with masses, degeneracies and temperature held fixed, gives

\[
n_i'=(7.636\times10^{12}\ \text{cm}^{-2})\,e^{-36.748}=8.39\times10^{-4}\ \text{cm}^{-2}.
\]

In the ratio of the two results the prefactors cancel. With the exciton binding energy \(E_b=E_t-E_o=0.3\) eV,

\[
R=\frac{n_i'}{n_i}=e^{(E_t-E_o)/(2k_BT)}
=\exp\!\left(\frac{0.3}{2\times0.025852}\right)=e^{5.802}\approx 331.
\]

The optical gap therefore overestimates the intrinsic density about 330 times. The sign follows from the exponent: too small a gap makes carriers seem too easy to create. Solving \(n=p\) with numerically integrated Fermi functions, without the approximation of small \(e^{-\eta}\), also gives 331.

The 2 in the exponent matters. Without it the factor would be \(e^{E_b/k_BT}=R^2\approx1.1\times10^5\), which is the error in the product \(np\), not in \(n_i\). A gap error of \(2k_BT\ln10=0.119\) eV changes \(n_i\) by a factor of ten at this temperature.

### (c) Why excitons do not justify the optical gap

Consider the reaction exciton ⇌ electron + hole. Let \(\mu_e\), \(\mu_h\) and \(\mu_X\) be the chemical potentials of the three species. For dilute gases,

\[
n=N_ce^{(\mu_e-E_t)/k_BT},\quad
p=N_ve^{\mu_h/k_BT},\quad
n_X=N_Xe^{(\mu_X-E_o)/k_BT}.
\]

Here \(N_X=g_X(m_e+m_h)k_BT/(2\pi)\), by the same state count applied to the exciton's centre-of-mass motion. Taking all spin and valley combinations to have the same energy gives \(g_X=g_cg_v=8\). Higher bound levels are left out.

Equilibrium of the reaction requires \(\mu_e+\mu_h=\mu_X\). The chemical potentials then cancel in

\[
\frac{np}{n_X}=\frac{N_cN_v}{N_X}\,e^{-(E_t-E_o)/k_BT}
=\frac{N_cN_v}{N_X}\,e^{-E_b/k_BT}. \tag{2}
\]

Excitons can also appear and vanish by exchanging energy with light and lattice vibrations. In full equilibrium the free energy is a minimum with respect to their number, so \(\mu_X=0\) and \(n_X=N_Xe^{-E_o/k_BT}\). Inserting this into equation (2),

\[
np=N_cN_v\,e^{-(E_o+E_b)/k_BT}=N_cN_v\,e^{-E_t/k_BT}.
\]

This is the result of part (a). A pair born as an exciton has paid \(E_o\), and must still pay \(E_b\) before its members are free. The route does not change the equilibrium density.

In numbers, \(n_X=5.21\times10^{-19}\) cm⁻² and the right side of equation (2) is \(1.232\times10^7\) cm⁻². Their product is \(6.42\times10^{-12}\) cm⁻⁴, whose square root is again \(2.53\times10^{-6}\) cm⁻².

### Reading the numbers for a real channel

The parameters are rough, round values in the regime of a monolayer semiconductor on SiO2. The substrate matters because its polarization weakens the attraction between electron and hole, so the two gaps must refer to the same surroundings. The result is sensitive to their difference. With \(E_o\) fixed and \(E_t\) moved by 0.05 eV either way, \(R\) becomes 126 or 871. Lowering both gaps by 0.05 eV raises \(n_i\) by a factor of 2.63 but leaves \(R\) at 331.

Band details matter less. Doubling the conduction-band weight \(g_cm_e\), as a stand-in for extra valleys, raises \(n_i\) by \(\sqrt2\). Nonparabolicity can be sized with \(\varepsilon(1+\alpha\varepsilon)=k^2/(2m)\), which multiplies the density of states by \(1+2\alpha\varepsilon\). The Boltzmann average of \(\varepsilon\) at constant density of states is \(k_BT\), so each band density grows by \(1+2\alpha k_BT\). For \(\alpha=1/E_t\) this is 1.024. These corrections cancel in \(R\) if they are the same in both estimates.

At 400 K, with both gaps held fixed, \(n_i\) rises to 0.14 cm⁻² and \(R\) falls to 78, because the same energy error is divided by a larger \(k_BT\).

Doping can change the carrier density far more than any of the corrections above. The calculated \(n_i\) corresponds to one electron in about 40 m² of film. An unintentional donor density of \(10^{12}\) cm⁻², a rough value, exceeds it by a factor of \(4\times10^{17}\). The majority density is then set by the donors and by how tightly they hold their electrons, whichever gap is used. The weak screening that binds the exciton also binds an electron to its donor, so only part of the donors may be ionised at 300 K (see Variation 1). Even a free electron density of \(10^9\) cm⁻² exceeds \(n_i\) by more than \(10^{14}\). The factor \(R\) describes the error in \(n_i\), not an error in the on-current of such a channel.

## Variation 1: minority carriers in a doped film

*The film holds \(N_d=10^{12}\) cm⁻² fully ionised donors. How wrong is the hole density if \(E_o\) is used?*

Neutrality now reads \(n=p+N_d\), and since \(p\) is negligible, \(n=N_d\). The product rule gives

\[
p\approx\frac{n_i^2}{N_d}=6.42\times10^{-24}\ \text{cm}^{-2}.
\]

Because \(n_i\) enters squared, the overestimate is \(R^2\approx1.1\times10^5\).

The Fermi level is now close enough to the conduction band for the logarithm to matter. From \(N_d=N_c\ln(1+e^{-\eta})\) follows \(e^{-\eta}=e^{y}-1\), with \(y=N_d/N_c\). Since \(\mu=E_t-\eta k_BT\),

\[
p=N_ve^{-E_t/k_BT}e^{\eta}=\frac{N_ve^{-E_t/k_BT}}{e^y-1}
=\frac{n_i^2}{N_d}\,\frac{y}{e^y-1}
\approx\frac{n_i^2}{N_d}\left(1-\frac y2\right).
\]

Here \(y/2\approx0.046\), and the full integral gives a hole density 4.6 % below \(n_i^2/N_d\). The correction does not contain the gap, so it cancels in the error factor. Full ionisation is an idealisation here. Take a screened two-dimensional attraction that binds the exciton (reduced mass 0.25) by 0.3 eV. It binds an electron of mass 0.5 to an isolated donor in the plane by roughly 0.36 to 0.38 eV, and to one 2 nm away by roughly 0.15 eV. At 300 K only about 0.2 % of the donors would be ionised in the first case and 10 to 16 % in the second. The symbol \(N_d\) should then be read as the free electron density. For donors in the plane this is about \(2\times10^9\) cm⁻², and \(p\) is several hundred times larger than the value above. At fixed donor depth the free electron density does not depend on the gap, so the error factor stays \(R^2\).

Both gaps were kept at their undoped values. In a real film the added electrons screen the attraction between electron and hole. This lowers \(E_b\), so the error factor \(e^{E_b/k_BT}\) would be smaller than the value given here. A rough estimate with static screening leaves it near \(9\times10^4\) for \(10^9\) cm⁻² free electrons. For \(10^{12}\) cm⁻² the same estimate gives \(E_b\approx0.09\) eV and a factor of only about 30.

## Variation 2: an isolated, neutral film

*The contacts are removed, and a film of area \(A=1\) cm² must hold equal numbers of electrons and holes at every moment. What is the error now?*

One electron has the partition sum \(AN_ce^{-E_t/k_BT}\), and one hole has \(AN_v\). For \(k\) electrons and \(k\) holes, each sum is raised to the power \(k\) and divided by \(k!\), because the particles are identical. The statistical weight is

\[
w_k=\frac{(A^2N_cN_ve^{-E_t/k_BT})^k}{(k!)^2}=\frac{z^{2k}}{(k!)^2},\qquad z=n_iA.
\]

In this ideal model, excitons multiply all \(w_k\) by a common factor and drop out of the mean. For large \(z\), the ratio \(w_k/w_{k-1}=z^2/k^2\) passes through 1 at \(k=z\). The distribution peaks there, the mean pair number is close to \(n_iA\), and the error is \(R\). For small \(z\), only \(w_0=1\) and \(w_1=z^2\) matter, so

\[
\langle k\rangle\approx\frac{z^2}{1+z^2}\approx z^2 .
\]

Here \(z=2.53\times10^{-6}\), which gives \(\langle k\rangle=6.42\times10^{-12}\). With the optical gap the result is \(7.03\times10^{-7}\). The overestimate is \(R^2\approx1.1\times10^5\), because an electron can now appear only together with its hole, and the full gap stands in the exponent. The factor of about 330 thus belongs to a film whose contacts hold the intrinsic Fermi level, or to one so large that \(n_iA\gg1\).

## Table of computed values

```
Transport gap: 2.2 eV
Optical gap: 1.9 eV
Exciton binding energy: 0.3 eV
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Electron, hole mass: 0.5, 0.5 electron masses
Conduction, valence degeneracy: 4, 2
Plane-wave count / formula: 1.00012
Effective density Nc: 1.080e+13 cm^-2
Effective density Nv: 5.400e+12 cm^-2
Prefactor sqrt(Nc Nv): 7.636e+12 cm^-2
Exponent E_t/(2kT): 42.550
Exponent E_o/(2kT): 36.748
Exponent difference E_b/(2kT): 5.8023
Fermi level above valence edge, E_t: 1.0910 eV
Intrinsic density with E_t: 2.533e-06 cm^-2
Density wrongly found with E_o: 8.386e-04 cm^-2
Overestimate from Fermi integrals: 331.0 times
Overestimate from formula: 331.0 times
If factor 2 is forgotten: 1.096e+05 times
Gap error for a factor 10: 0.1191 eV
Area holding one intrinsic electron: 39.5 m^2
Exciton effective density NX: 4.320e+13 cm^-2
Thermal exciton density: 5.210e-19 cm^-2
Ionisation constant np/nX: 1.232e+07 cm^-2
Assumed donor density: 1.0e+12 cm^-2
Donors / intrinsic density: 3.95e+17
Minority holes with E_t: 6.125e-24 cm^-2
Minority holes from ni^2/Nd: 6.418e-24 cm^-2
Minority degeneracy correction: -4.56 %
Minority overestimate: 1.096e+05 times
Mean pairs, isolated 1 cm^2, E_t: 6.418e-12
Mean pairs, isolated 1 cm^2, E_o: 7.033e-07
Isolated-film overestimate: 1.096e+05 times
Higher temperature: 400 K
Intrinsic density at higher temperature: 1.407e-01 cm^-2
Overestimate at higher temperature: 77.6 times
Gap uncertainty tested: 0.05 eV
Overestimate, binding lower by this: 125.9 times
Overestimate, binding higher by this: 870.7 times
Density factor, both gaps lower by this: 2.630
Overestimate after common gap shift: 331.0 times
Density factor, doubled conduction weight: 1.414
Overestimate, doubled conduction weight: 331.0 times
Nonparabolicity parameter: 0.455 eV^-1
Nonparabolic band-density factor: 1.0235
```
